# Why tripodal, not octahedral, low-spin d6 imides keep a triple bond

A metal-nitrogen triple bond needs one σ and two π donor orbitals on nitrogen, each paired with a metal orbital. The metal has nine valence orbitals, 3d, 4s and 4p. Those not used for bonding can hold d electrons without cancelling a bond, and symmetry fixes their number.

Put nitrogen on the $+z$ axis and let every other ligand L be a pure σ donor. With three L in $C_{3v}$,

$$
\Gamma_{\rm metal}=3A_1+3E,\qquad
\Gamma_{\rm donors}=\underbrace{A_1+E}_{\text{three L}}+\underbrace{A_1}_{{\rm N}\,\sigma}+\underbrace{E}_{{\rm N}\,\pi}=2A_1+2E .
$$

The difference is $A_1+E$: three orbitals, room for six electrons. With five L the complex is octahedral in shape and $C_{4v}$ in symmetry. Taking the equatorial L on the $x$ and $y$ axes,

$$
\Gamma_{\rm metal}=3A_1+B_1+B_2+2E,\qquad
\Gamma_{\rm donors}=3A_1+B_1+2E .
$$

The difference is $B_2$, the single orbital $d_{xy}$, with room for two electrons. A d⁶ ion therefore fits in the first case and has four electrons too many in the second.

## The count as a statement about bonds

Count the imide as NR²⁻, so that cobalt(III) is d⁶ and the three nitrogen donor orbitals bring six electrons. The tripodal complex has $6+6+6=18$ valence electrons and the octahedral one $10+6+6=22$.

Let $V$ be the matrix of couplings between the nine metal orbitals and the $n$ donor orbitals. A metal combination $z$ is untouched by every donor if $V^Tz=0$, and there are $9-\operatorname{rank}V$ such combinations. The rank is also the number of independent metal-donor bonds. If $p$ pairs of d electrons are to cancel none of them,

$$
\operatorname{rank}V+p\le 9 .
$$

For d⁶, $p=3$, so at most six σ and π bonds can remain uncancelled. Four σ bonds leave room for at most two π bonds, five σ bonds for at most one, and six σ bonds for none.

This is a ceiling, not a guarantee. If the two L on the $y$ axis leave the octahedron and the rest stay put, $d_{yz}$ still meets only nitrogen's π orbital. Two more metal combinations become uncoupled. With the couplings used below, the one made of $4p_y$ and $d_{yz}$ is mostly 4p and lies high, so the third electron pair can enter π* instead. An octahedral imide can regain both π bonds by losing two L if the other three rearrange into the tripod treated below. It can instead bend at nitrogen and keep electron pairs there as lone pairs. It can also change its spin state, which lies outside this closed-shell count. The exclusion of π bonds thus applies to a linear imide with all six σ bonds intact and a closed-shell ground configuration.

## What unequal metal levels do to the count

An uncoupled combination usually mixes 3d with 4s and 4p, which lie higher, so it is not itself an energy eigenstate. The uncoupled space nevertheless bounds the true levels from above. In an orthonormal basis write

$$
H=\begin{pmatrix}M&V\\V^T&D\end{pmatrix},
$$

with metal block $M$ and donor block $D$. Let $\epsilon_k$ be the metal energies in ascending order and $\mu_k$ the eigenvalues of $M$ restricted to the uncoupled space.

For an upper bound, take the space spanned by all $n$ donors and the lowest $k$ eigenvectors of that restricted $M$. No element of $H$ connects the two sets, so the largest eigenvalue of $H$ in this space is $\mu_k$, provided $\mu_k$ lies above the donor energies. The min-max principle says that the $(n+k)$-th eigenvalue of $H$ cannot exceed the largest eigenvalue in any space of dimension $n+k$. For a lower bound, deleting the $n$ donor orbitals leaves $M$, and eigenvalue interlacing gives $\lambda_{n+k}\ge\epsilon_k$. Together,

$$
\epsilon_k\le\lambda_{n+k}\le\mu_k .
$$

The same argument holds within each symmetry species separately. The bounds limit the energies only. They do not say how much nitrogen π character a level has, which the model below tests.

## A solvable model

The parameters below are round and rough, chosen for a strongly covalent cobalt(III) imide; no particular compound is computed. The 3d level is the zero of energy, with 4s at 4 eV and 4p at 8 eV. The L σ, N σ and N π levels are at $-4$, $-5$ and $-1$ eV. The couplings are negative because the facing lobes overlap in phase:

- L σ to 4s, 4p, 3d: $-2,\,-2,\,-3$ eV.
- N σ to 4s, 4p, 3d: $-4,\,-4,\,-2.5$ eV.
- N π to 4p, 3d: $-1,\,-2.5$ eV.

Each σ coupling is multiplied by the value of the metal orbital's angular function in the ligand direction, normalized to one along the orbital's main lobe for p and $d_{z^2}$. For s the factor is one. The other d functions have the same mean square over the sphere as $d_{z^2}$; with $(x,y,z)$ the unit vector toward the ligand, this gives $\sqrt3\,xz$ for $d_{xz}$ and $\tfrac{\sqrt3}{2}(x^2-y^2)$ for $d_{x^2-y^2}$.

Let $\theta$ be the N–Co–L angle. The factor for $d_{z^2}$ is $(3\cos^2\theta-1)/2$. Two L separated by 120° in azimuth make an angle $\alpha$ with

$$
\cos\alpha=\cos^2\theta+\sin^2\theta\cos120^\circ=\frac{3\cos^2\theta-1}{2}.
$$

The two expressions are equal. The tripod therefore stops pushing on $d_{z^2}$ when its own L–Co–L angles are 90°, at $\cos\theta=-1/\sqrt3$ or $\theta=125.26^\circ$. I use this angle first.

**The $a_1$ orbital.** The symmetric combination $(L_1+L_2+L_3)/\sqrt3$ couples to $(s,p_z,d_{z^2})$ with strengths $\sqrt3(-2)=-3.46$, $\sqrt3(-2)\cos\theta=+2$ and $0$ eV. For coefficients $(s,p,d)$, the two conditions for no coupling are

$$
-3.46\,s+2p=0,\qquad -4s-4p-2.5\,d=0 .
$$

Hence $p=\sqrt3\,s$ and $d=-4.37\,s$. The mean energy of this combination is

$$
\mu_{a_1}=\frac{4(1)+8(3)}{1+3+19.1}=1.21\ \text{eV}.
$$

**The $e$ orbitals.** It is enough to treat one partner of each pair. The combination $(2L_1-L_2-L_3)/\sqrt6$, with $L_1$ at azimuth zero, multiplies the value at $L_1$ by $(2+\tfrac12+\tfrac12)/\sqrt6=\sqrt{3/2}$. Its couplings to $(p_x,d_{xz},d_{x^2-y^2})$ are

$$
\begin{aligned}
-2\sqrt{\tfrac32}\,\sin\theta&=-2,\\
-3\sqrt{\tfrac32}\,\sqrt3\sin\theta\cos\theta&=+3,\\
-3\sqrt{\tfrac32}\,\tfrac{\sqrt3}{2}\sin^2\theta&=-2.12\ \text{eV}.
\end{aligned}
$$

Nitrogen's π orbital couples to the same three with $-1,\,-2.5,\,0$ eV. Calling the coefficients $(p,d,q)$, the nitrogen condition gives $p=-2.5d$. The L condition $-2p+3d-2.12q=0$ then gives $q=3.77d$, so

$$
\mu_e=\frac{8(6.25)}{6.25+1+14.2}=2.33\ \text{eV}.
$$

With the two 3d orbitals alone, no combination could avoid both donors, because their coupling vectors are not parallel. The 4p orbital supplies the third direction.

Diagonalization puts $a_1$ at 0.55 eV and $e$ at 0.52 eV, both well below their bounds. The upper pair $e^*$, antibonding to nitrogen and to L, lies at 3.09 eV. Six electrons fill $(e)^4(a_1)^2$ and leave $e^*$ empty, with a gap of 2.54 eV.

## What happens in the octahedron

With five L at the same parameters, $d_{xz}$ and $d_{yz}$ have nodes at every L. Leaving out 4p for a moment, each meets one nitrogen π orbital in a two-level problem:

$$
E(E+1)=2.5^2,\qquad E_{\pi^*}=\frac{-1+\sqrt{26}}{2}=2.05\ \text{eV}.
$$

The full model, with 4p, gives 2.00 eV. The five d-like levels are $d_{xy}$ at 0, the π* pair at 2.00, and two σ* levels at 3.22 and 3.57 eV. Filling from the bottom gives $(d_{xy})^2(\pi^*)^4$.

To see what this does to the bond, write the two orbitals of one π interaction with mixing angle $\varphi$:

$$
\psi_b=\cos\varphi\,|{\rm N}\rangle+\sin\varphi\,|d\rangle,\qquad
\psi_a=-\sin\varphi\,|{\rm N}\rangle+\cos\varphi\,|d\rangle .
$$

The density matrix is $P=2\sum_{\rm occ}cc^T$, and the bond index is the sum of $P_{m{\rm N}}^2$ over metal orbitals $m$. With only $\psi_b$ filled, $P_{d{\rm N}}=2\sin\varphi\cos\varphi$ and the index is $\sin^22\varphi$. Filling $\psi_a$ adds $-2\sin\varphi\cos\varphi$, and the index becomes zero.

| Configuration | σ index | total π index |
|---|---:|---:|
| $C_{3v}$, d⁰ | 0.65 | 1.70 |
| $C_{3v}$, d⁶ | 0.53 | 1.22 |
| octahedral, d² | 0.58 | 1.92 |
| octahedral, d⁶ | 0.58 | 0.09 |

The formal bond order is three in the first three rows and one in the last. The indices are smaller because the bonds are polar and nitrogen shares metal orbitals with L. The small octahedral remainder comes from 4p: without it the two-level cancellation would be complete.

The tripodal complex keeps 72 % of its d⁰ π index, not all of it. Since $a_1$ has no π character, this loss comes from filling the lower $e$ pair, which retains some nitrogen π amplitude. "Nonbonding" is an approximation for these orbitals.

Could the octahedral complex keep π* empty by filling both σ* orbitals instead? Its π index would return to 1.92, at an orbital-energy cost of

$$
2(3.22+3.57-2.00-2.00)\approx5.6\ \text{eV},
$$

with geometry fixed and repulsion left out. The price is two filled σ* orbitals, as the count requires.

## The part played by 4s and 4p

The filled $a_1$ orbital is largely $d_{z^2}$, which points at nitrogen. If 4s and 4p are removed at $\theta=125.26^\circ$, $d_{z^2}$ and N σ form an isolated two-level system with

$$
E(E+5)=2.5^2,\qquad E_{a_1}=\frac{-5+\sqrt{50}}2=1.04\ \text{eV}.
$$

Both its levels are filled in d⁶, so the σ index falls to zero while the π index remains 1.06. A 3d-only picture thus loses the σ part of the triple bond. Restoring 4s and 4p lowers $a_1$ to 0.55 eV and brings the σ index back to 0.53.

## Angle, spin and the limits of the result

The symmetry count does not depend on $\theta$, but the gap does. At the regular tetrahedral angle, 109.47°, with all other parameters fixed, the $d_{z^2}$ factor is $-1/3$ and the tripod pushes on that orbital again. The levels $a_1$, $e$ and $e^*$ move to 1.18, 0.95 and 2.71 eV, and the gap shrinks from 2.54 to 1.53 eV. The push on $d_{z^2}$ raises $a_1$ and accounts for about 0.6 eV of this loss; the other 0.4 eV comes from the fall of $e^*$, whose couplings to the tripod also change with angle. Having only three L beside the nitrogen makes the room; in this model, compressing the tripod from 109.47° to 125.26° widens the gap that keeps the electrons in it. The trend does not continue indefinitely: the gap peaks near 130° and then falls.

Low spin also requires that the gap outweigh electron repulsion. I therefore let six electrons interact in the five d-like orbitals, treated as a d shell with Racah parameters $B=0.05$ and $C=0.20$ eV. In $C_{3v}$ the ground state is a singlet, with the lowest state of higher spin 1.78 eV above it at fixed geometry. The $e^*$ pair holds 0.04 electron. The octahedral model is also a singlet, by 0.72 eV, and its π* pair holds 3.97 electrons. Repulsion does not rescue the octahedral π bonds here.

The $C_{3v}$ singlet ceases to be the ground state when $B$ and $C$ are multiplied by about 2.7, which means $B\approx0.14$ eV. That is roughly the free-ion size for trivalent cobalt, so the result relies on covalency having reduced the repulsion.

Other omissions can be sized:

- A metal-donor overlap of 0.03 per eV of coupling strength, with each coupling shifted by the overlap times the mean of the two level energies, raises the gap to 3.03 eV.
- Tilting the tripod by 10° relative to the Co–N axis lowers the gap to 2.19 eV if one L moves directly away from nitrogen, and to 2.01 eV if it moves directly toward it. The total π index stays at 1.21 in both cases.
- For a rough spin-orbit constant of 0.07 eV, the squared ratio to the spin gap is $(0.07/1.78)^2\approx0.002$. Several triplet components contribute, so the triplet admixture is a few times larger, but still below one percent.

Set beside real complexes, the model's octahedral separation of 3.57 eV between $d_{xy}$ and $d_{x^2-y^2}$ is in the rough range of strong-field cobalt(III), while $B=0.05$ eV is at the low end. Diamagnetic cobalt(III) imides on phosphine tripods are known, but some relatives on nitrogen-donor tripods become paramagnetic on warming. The model does not reproduce the latter: its spin gap is about 69 times the thermal energy at 300 K. It would have to fall by roughly 1.7 eV to come within a few thermal energies. Weaker tripod donors, larger repulsion and bond lengthening in the high-spin state all break the model's assumptions. The angle change above shows that geometry alone can move the orbital gap by 1 eV, but the relaxed spin gap is not computed here. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Inputs, eV: 3d, 4s, 4p levels: 0.0 4.0 8.0
Inputs, eV: L sigma, N sigma, N pi levels: -4.0 -5.0 -1.0
Inputs, eV: L couplings to s, p, d: -2.0 -2.0 -3.0
Inputs, eV: N sigma couplings to s, p, d: -4.0 -4.0 -2.5
Inputs, eV: N pi couplings to p, d: -1.0 -2.5
Inputs, eV: Racah B, C: 0.05 0.2
Angles theta, degrees: 125.26, 109.47
Uncoupled metal orbitals, C3v and octahedral: 3 1
C3v upper bounds, eV: 1.212 2.329 2.329
C3v levels a1, e, e*, eV: 0.552, 0.524, 3.090
C3v frontier gap, eV: 2.539
Octahedral d-like levels, eV: 0.000 1.996 1.996 3.216 3.568
N pi weight in each octahedral pi*: 0.386
Bond indices below: sigma, total pi (dimensionless)
  C3v d0: 0.648, 1.697
  C3v d6: 0.531, 1.215
  octahedral d0: 0.576, 1.916
  octahedral d2: 0.576, 1.916
  octahedral d6: 0.576, 0.087
  octahedral d6, pi* forced empty: 0.459, 1.916
  C3v d6 without 4s,4p: 0.000, 1.055
  C3v d6, 10 degree tilt: 0.532, 1.209
Pi index kept from d0 to d6, C3v: 71.6 %
Pi index kept from d0 to d6, octahedral: 4.5 %
Orbital-energy cost of forced octahedral filling: 5.585 eV
C3v a1 level without 4s,4p: 1.036 eV
At tetrahedral angle a1, e, e*, eV: 1.175, 0.947, 2.707
Frontier gap at tetrahedral angle: 1.532 eV
C3v lowest Ms=1, Ms=2 above Ms=0, eV: 1.778, 3.109
Octahedral same differences, eV: 0.717, 1.041
Electrons in C3v e* pair with repulsion: 0.041
Electrons in octahedral pi* pair with repulsion: 3.968
Repulsion scale that ends the C3v singlet ground state: 2.732
C3v frontier gap with overlap 0.03 per eV coupling: 3.027 eV
C3v frontier gap with 10 degree tilt: 2.193 eV
Rough spin-orbit constant: 0.070 eV
Spin-orbit admixture scale (constant/spin gap)^2: 1.55e-03
Temperature: 300 K; thermal energy: 0.0259 eV
C3v spin gap divided by thermal energy: 68.8
```
